# Why the H/D ratio alone cannot identify hydrogen's partner in boron-doped silicon: a numerical check

```python
"""
Result under test: the H/D ratio of stretching fundamentals cannot by itself
tell a Si-H bond from a B-H bond, because anharmonicity also changes the ratio.

Symbols: mu = reduced mass (u); w = harmonic wavenumber; nu = E1-E0 (cm^-1);
rho = w_H/w_D; R = nu_H/nu_D; delta = (w_H-nu_H)/w_H (positive = softening).
For a correction proportional to 1/mu: R = rho(1-delta)/(1-delta/rho).
Lengths are in angstrom, potentials in cm^-1 unless a label says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import fsolve

# C = hbar^2/(2 u angstrom^2), expressed as a wavenumber
C = sc.hbar**2 / (2 * sc.atomic_mass * 1e-20) / (sc.h * sc.c * 100)
EV = sc.e / (sc.h * sc.c * 100)                 # cm^-1 per eV
pc = sc.physical_constants
electron_u = pc['electron mass in u'][0]
mH = pc['proton mass in u'][0] + electron_u
mD = pc['deuteron mass in u'][0] + electron_u
mSi28, mSi30, mB10, mB11 = 27.97693, 29.97377, 10.01294, 11.00931


def reduced(a, b):
    return a * b / (a + b)


def ratio_formula(rho, delta):
    return rho * (1 - delta) / (1 - delta / rho)


def delta_formula(rho, R):
    return (rho - R) / (rho - R / rho)


# Sinc-grid solution of the one-dimensional Schroedinger equation
grid = np.linspace(-0.9, 1.6, 170)
step = grid[1] - grid[0]
difference = np.subtract.outer(np.arange(grid.size), np.arange(grid.size))
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3,
                   2.0 * (1 - 2 * (np.abs(difference) % 2)) / safe**2) / step**2


def transitions(potential, mu):
    H = C / mu * kinetic + np.diag(potential(grid))
    E = eigh(H, eigvals_only=True, subset_by_index=[0, 2])
    return E[1] - E[0], E[2] - E[0]


# Test the anharmonic shift for both signs, and for both hydrogen isotopes
k_test = 90000.0
for g, q in [(-7500.0, 625.0), (-7500.0, 2500.0)]:
    for light in (mH, mD):
        mu = reduced(light, mSi28)
        nu = transitions(lambda x: k_test*x**2/2 + g*x**3 + q*x**4, mu)[0]
        numerical = nu - np.sqrt(2 * C * k_test / mu)
        predicted = -2*C/mu * (7.5*g**2/k_test**2 - 3*q/k_test)
        # remaining difference is the next order of perturbation theory
        assert abs(numerical / predicted - 1) < 0.04

# Model lines and harmonic diatomic ratios
nuH, nuD = 1900.0, 1390.0
R = nuH / nuD
muSiH, muSiD = reduced(mH, mSi28), reduced(mD, mSi28)
muBH, muBD = reduced(mH, mB11), reduced(mD, mB11)
rhoSi, rhoB = np.sqrt(muSiD / muSiH), np.sqrt(muBD / muBH)
deltaSi, deltaB = delta_formula(rhoSi, R), delta_formula(rhoB, R)
assert abs(R - rhoB) < abs(R - rhoSi)           # naive choice is boron


def make_morse(w, delta, mu):
    depth = w / (2 * delta)
    a = np.sqrt(w * delta * mu / (2 * C))
    return depth, a, lambda x: depth * (1 - np.exp(-a * x))**2


# Si-H well: parameters from the formula, lines from diagonalization
wSi = nuH / (1 - deltaSi)
depthSi, aSi, morseSi = make_morse(wSi, deltaSi, muSiH)
lineSiH, overSi = transitions(morseSi, muSiH)
lineSiD = transitions(morseSi, muSiD)[0]
assert abs(lineSiH - nuH) < 0.02 and abs(lineSiD - nuD) < 0.02
assert abs((2 * lineSiH - overSi) - wSi * deltaSi) < 0.05

# B-H well: harmonic plus positive quartic, solved beyond perturbation theory


def quartic_parameters(p):
    w, strength = 1000 * p[0], 0.1 * p[1]
    k = muBH * w**2 / (2 * C)
    q = strength * k * w * muBH / (6 * C)
    return w, k, q


def quartic_mismatch(p):
    _, k, q = quartic_parameters(p)

    def well(x):
        return k * x**2 / 2 + q * x**4
    return [(transitions(well, muBH)[0] - nuH) / 100,
            (transitions(well, muBD)[0] - nuD) / 100]


solution, _, status, message = fsolve(quartic_mismatch, [1.85, 0.28],
                                      full_output=True)
assert status == 1, message
wB, kB, qB = quartic_parameters(solution)
assert kB > 0 and qB > 0                       # bounded single well


def wellB(x):
    return kB * x**2 / 2 + qB * x**4


def x_matrix(n):
    off = np.sqrt(np.arange(1, n) / 2)
    return np.diag(off, 1) + np.diag(off, -1)


def quartic_line_basis(mu, n=50):
    w = np.sqrt(2 * C * kB / mu)
    X = x_matrix(n + 4)
    X4 = np.linalg.matrix_power(X, 4)[:n, :n]
    H = np.diag(w * (np.arange(n) + 0.5)) + qB * (2*C/(mu*w))**2 * X4
    E = np.linalg.eigvalsh(H)
    return E[1] - E[0]


lineBH, lineBD = quartic_line_basis(muBH), quartic_line_basis(muBD)
assert abs(lineBH - nuH) < 0.02 and abs(lineBD - nuD) < 0.02
deltaB_full = 1 - lineBH / wB
# the short formula omits higher orders of the quartic term
assert abs(deltaB_full / deltaB - 1) < 0.15
overB = transitions(wellB, muBH)[1]
assert overSi < 2 * nuH < overB

# A Si-H Morse bond with exactly the harmonic B-H ratio
delta_mimic = delta_formula(rhoSi, rhoB)
w_mimic = nuH / (1 - delta_mimic)
depth_mimic, _, morse_mimic = make_morse(w_mimic, delta_mimic, muSiH)
ratio_mimic = (transitions(morse_mimic, muSiH)[0]
               / transitions(morse_mimic, muSiD)[0])
assert abs(ratio_mimic - rhoB) < 2e-5
delta_ordinary = 0.035                       # rough free-bond scale
R_ordinary = ratio_formula(rhoSi, delta_ordinary)
gap_fraction = (rhoSi - R_ordinary) / (rhoSi - rhoB)

# Heavy-isotope shifts, from the same two wells
muSi30H, muB10H = reduced(mH, mSi30), reduced(mH, mB10)
shiftSi = transitions(morseSi, muSi30H)[0] - lineSiH
shiftB = transitions(wellB, muB10H)[0] - lineBH
predictSi = -wSi * (1 - 2*deltaSi) / 2 * np.log(muSi30H / muSiH)
predictB = -wB * (1 - 2*deltaB_full) / 2 * np.log(muB10H / muBH)
assert abs(shiftSi / predictSi - 1) < 0.02
assert abs(shiftB / predictB - 1) < 0.02

# Linear Si-H-B chain; force constants here are in u cm^-2
K_total = muSiH * wSi**2


def chain_top(light, boron, share):
    ks, kb = (1 - share) * K_total, share * K_total
    K = np.array([[ks, -ks, 0], [-ks, ks + kb, -kb], [0, -kb, kb]])
    root = np.sqrt([mSi28, light, boron])
    return np.sqrt(np.linalg.eigvalsh(K / np.outer(root, root))[-1])


def chain_formula(light, boron, share):
    return np.sqrt(K_total * (1/light + (1-share)**2/mSi28 + share**2/boron))


share = 0.2
rho_chain = chain_top(mH, mB11, share) / chain_top(mD, mB11, share)
rho_chain_formula = (chain_formula(mH, mB11, share)
                     / chain_formula(mD, mB11, share))
assert abs(rho_chain - rho_chain_formula) < 0.001
boron_shifts = {}
for f in (0.1, 0.2):
    exact_shift = chain_top(mH, mB10, f) - chain_top(mH, mB11, f)
    formula_shift = chain_formula(mH, mB10, f) - chain_formula(mH, mB11, f)
    assert abs(exact_shift / formula_shift - 1) < 0.05
    boron_shifts[f] = exact_shift
assert abs(boron_shifts[0.2] / boron_shifts[0.1] - 4) < 0.2
delta_chain = delta_formula(rho_chain, R)

# Lattice anchoring: heavy atom has wavenumber w0 when the light atom is absent
w0 = 500.0


def anchored_top(light, heavy, stretch_k):
    K = np.array([[stretch_k, -stretch_k],
                  [-stretch_k, stretch_k + heavy * w0**2]])
    root = np.sqrt([light, heavy])
    return np.sqrt(np.linalg.eigvalsh(K / np.outer(root, root))[-1])


anchored_ratio = {}
for name, heavy, stretch_k in [('Si', mSi28, K_total),
                               ('B', mB11, muBH * wB**2)]:
    tops = []
    for light in (mH, mD):
        top = anchored_top(light, heavy, stretch_k)
        increase = top**2 - stretch_k / reduced(light, heavy)
        first_order = w0**2 * light / (light + heavy)
        # second order is of relative size w0^2/top^2
        assert abs(increase / first_order - 1) < 0.15
        tops.append(top)
    anchored_ratio[name] = tops[0] / tops[1]

# One bend coupled to the stretch, with the host held fixed
ws, wb, coupling_H = 2000.0, 800.0, -40.0
ks, kb = mH * ws**2 / (2*C), mH * wb**2 / (2*C)
c_xy = coupling_H * (mH*ws/(2*C)) * (mH*wb/(2*C))


def bend_shift(mass, n=12):
    a, b = np.sqrt(2*C*ks/mass), np.sqrt(2*C*kb/mass)
    X2 = (x_matrix(n + 2) @ x_matrix(n + 2))[:n, :n]
    strength = c_xy * (2*C/(mass*a)) * (2*C/(mass*b))
    H = (np.kron(np.diag(a*(np.arange(n)+0.5)), np.eye(n))
         + np.kron(np.eye(n), np.diag(b*(np.arange(n)+0.5)))
         + strength * np.kron(X2, X2))
    E, vectors = np.linalg.eigh(H)
    ground = np.argmax(np.abs(vectors[0]))
    stretch = np.argmax(np.abs(vectors[n]))
    return E[stretch] - E[ground] - a


bendH, bendD = bend_shift(mH), bend_shift(mD)
for mass, value in [(mH, bendH), (mD, bendD)]:
    first_order = c_xy * C / (mass * np.sqrt(ks * kb))
    assert abs(value / first_order - 1) < 0.12  # higher orders remain
assert abs((bendH / bendD) / (mD / mH) - 1) < 0.05

# Temperature and site motion: order-of-magnitude estimates
T, barrier_eV, attempt, hop_length = 300.0, 0.2, 1e13, 1.9
population = np.exp(-100 * pc['second radiation constant'][0] * nuH / T)
hop_rate = attempt * np.exp(-barrier_eV * sc.e / (sc.k * T))
hop_width = hop_rate / (2 * np.pi * sc.c * 100)
action = np.pi/4 * hop_length * np.sqrt(barrier_eV * EV * mH / C)
tunnel_scale = nuH * np.exp(-action)


def show(label, value, unit='', fmt='.4f'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print(f"Masses H, D: {mH:.5f}, {mD:.5f} u")
print(f"Masses 28Si, 30Si: {mSi28:.5f}, {mSi30:.5f} u")
print(f"Masses 10B, 11B: {mB10:.5f}, {mB11:.5f} u")
print(f"Reduced masses SiH, SiD: {muSiH:.5f}, {muSiD:.5f} u")
print(f"Reduced masses BH, BD: {muBH:.5f}, {muBD:.5f} u")
print(f"Model lines H, D: {nuH:.0f}, {nuD:.0f} cm^-1")
show("Model ratio R", R)
print(f"Harmonic ratios Si, B: {rhoSi:.4f}, {rhoB:.4f}")
print(f"Harmonic D lines Si, B: {nuH/rhoSi:.1f}, {nuH/rhoB:.1f} cm^-1")
print(f"Formula delta Si, B: {deltaSi:.4f}, {deltaB:.4f}")
show("Si-H harmonic wavenumber", wSi, "cm^-1", ".1f")
show("Si-H Morse depth", depthSi/EV, "eV", ".3f")
show("Si-H Morse range parameter", aSi, "1/angstrom", ".3f")
print(f"Si-H well lines H, D: {lineSiH:.2f}, {lineSiD:.2f} cm^-1")
show("B-H harmonic wavenumber", wB, "cm^-1", ".1f")
show("B-H full delta", deltaB_full)
show("B-H force constant k", kB/EV, "eV/angstrom^2", ".3f")
show("B-H quartic constant q", qB/EV, "eV/angstrom^4", ".3f")
print(f"B-H well lines H, D: {lineBH:.2f}, {lineBD:.2f} cm^-1")
show("Si-H delta for exact mimicry", delta_mimic)
show("Mimic Morse depth", depth_mimic/EV, "eV", ".3f")
show("Mimic ratio from diagonalization", ratio_mimic, fmt=".5f")
show("Rough ordinary Si-H delta", delta_ordinary, fmt=".3f")
show("Si-H ratio at ordinary delta", R_ordinary)
show("Part of harmonic gap covered", 100*gap_fraction, "%", ".1f")
show("Twice the H fundamental", 2*nuH, "cm^-1", ".0f")
print(f"H overtones Si-H, B-H: {overSi:.1f}, {overB:.1f} cm^-1")
show("Si-H shift, 28Si to 30Si", shiftSi, "cm^-1", ".2f")
show("B-H shift, 11B to 10B", shiftB, "cm^-1", ".2f")
show("Bridge boron force share", share, fmt=".2f")
show("Bridge harmonic ratio", rho_chain)
show("Bridge delta needed for R", delta_chain)
for f, value in boron_shifts.items():
    show(f"Bridge 11B to 10B shift, share {f:.1f}", value, "cm^-1", ".3f")
show("Assumed heavy-atom anchoring", w0, "cm^-1", ".0f")
print(f"Anchored harmonic ratios Si, B: {anchored_ratio['Si']:.4f}, "
      f"{anchored_ratio['B']:.4f}")
print(f"Test stretch, bend for H: {ws:.0f}, {wb:.0f} cm^-1")
show("Assumed bend coupling for H", coupling_H, "cm^-1", ".0f")
print(f"Shift from one bend H, D: {bendH:.2f}, {bendD:.2f} cm^-1")
show("Temperature for estimates", T, "K", ".0f")
show("v=1 to v=0 population ratio", population, fmt=".2e")
show("Rough hopping barrier", barrier_eV, "eV", ".2f")
show("Rough attempt rate", attempt, "1/s", ".1e")
show("Hopping width", hop_width, "cm^-1", ".3f")
show("Rough hop length", hop_length, "angstrom", ".1f")
show("Tunnelling energy scale", tunnel_scale, "cm^-1", ".1e")
print("PASS")
```

It prints:

```
Masses H, D: 1.00783, 2.01410 u
Masses 28Si, 30Si: 27.97693, 29.97377 u
Masses 10B, 11B: 10.01294, 11.00931 u
Reduced masses SiH, SiD: 0.97278, 1.87884 u
Reduced masses BH, BD: 0.92330, 1.70262 u
Model lines H, D: 1900, 1390 cm^-1
Model ratio R: 1.3669
Harmonic ratios Si, B: 1.3898, 1.3580
Harmonic D lines Si, B: 1367.2, 1399.2 cm^-1
Formula delta Si, B: 0.0562, -0.0255
Si-H harmonic wavenumber: 2013.2 cm^-1
Si-H Morse depth: 2.219 eV
Si-H Morse range parameter: 1.807 1/angstrom
Si-H well lines H, D: 1900.00, 1390.00 cm^-1
B-H harmonic wavenumber: 1851.0 cm^-1
B-H full delta: -0.0264
B-H force constant k: 11.634 eV/angstrom^2
B-H quartic constant q: 5.473 eV/angstrom^4
B-H well lines H, D: 1900.00, 1390.00 cm^-1
Si-H delta for exact mimicry: 0.0771
Mimic Morse depth: 1.656 eV
Mimic ratio from diagonalization: 1.35796
Rough ordinary Si-H delta: 0.035
Si-H ratio at ordinary delta: 1.3758
Part of harmonic gap covered: 44.0 %
Twice the H fundamental: 3800 cm^-1
H overtones Si-H, B-H: 3686.8, 3846.4 cm^-1
Si-H shift, 28Si to 30Si: -2.07 cm^-1
B-H shift, 11B to 10B: 8.11 cm^-1
Bridge boron force share: 0.20
Bridge harmonic ratio: 1.3956
Bridge delta needed for R: 0.0690
Bridge 11B to 10B shift, share 0.1: 0.085 cm^-1
Bridge 11B to 10B shift, share 0.2: 0.350 cm^-1
Assumed heavy-atom anchoring: 500 cm^-1
Anchored harmonic ratios Si, B: 1.3851, 1.3467
Test stretch, bend for H: 2000, 800 cm^-1
Assumed bend coupling for H: -40 cm^-1
Shift from one bend H, D: -21.41, -10.49 cm^-1
Temperature for estimates: 300 K
v=1 to v=0 population ratio: 1.10e-04
Rough hopping barrier: 0.20 eV
Rough attempt rate: 1.0e+13 1/s
Hopping width: 0.023 cm^-1
Rough hop length: 1.9 angstrom
Tunnelling energy scale: 8.2e-04 cm^-1
PASS
```
